# Overlap of two numerical orbitals as a sum over Gaunt coefficients, part 1

(Sections cited here and not found follow in the second part.)

## Two s orbitals, and the derivation in wave-vector space

**The spherical case.** Take two orbitals without angular dependence, $\phi_a=f_a(r)/\sqrt{4\pi}$ with $a=1,2$. The first is centred at the origin, the second at $\mathbf R$, a distance $R>0$ away. Each radial function $f_a$ is real, square integrable and zero beyond a cutoff radius $c_a$. It may be known only as a table of numbers. The overlap is

$$S(R)=\frac1{4\pi}\int f_1(r_1)\,f_2(r_2)\,d^3r ,\qquad r_1=|\mathbf r|,\quad r_2=|\mathbf r-\mathbf R| .$$

The integrand depends on the two distances alone, so these are the natural variables. At fixed $r_1$, with $\theta$ the angle between $\mathbf r$ and $\mathbf R$, we have $r_2^2=r_1^2+R^2-2r_1R\cos\theta$. Hence $r_2\,dr_2=r_1R\sin\theta\,d\theta$, and

$$d^3r=r_1^2\sin\theta\,dr_1\,d\theta\,d\varphi=\frac{r_1r_2}{R}\,dr_1\,dr_2\,d\varphi .$$

The azimuth gives $2\pi$. As $\theta$ runs from $0$ to $\pi$, $r_2$ runs from $|R-r_1|$ to $R+r_1$. With $u_a(r)=rf_a(r)$,

$$S(R)=\frac1{2R}\int_0^\infty dr_1\,u_1(r_1)\int_{|R-r_1|}^{R+r_1}dr_2\,u_2(r_2).$$

The limits couple the two radii. A sine transform separates them. Define

$$F_a(k)=\sqrt{\tfrac2\pi}\int_0^\infty r^2\,\frac{\sin kr}{kr}\,f_a(r)\,dr ,$$

so that $kF_a(k)=\sqrt{2/\pi}\int_0^\infty u_a\sin(kr)\,dr$ is the sine transform of $u_a$. The inner integral is the scalar product of $u_2$ with a function equal to 1 on the interval from $|R-r_1|$ to $R+r_1$ and 0 elsewhere. The sine transform of that function is

$$\sqrt{\tfrac2\pi}\,\frac{\cos k(R-r_1)-\cos k(R+r_1)}{k}=\sqrt{\tfrac2\pi}\,\frac{2\sin kR\,\sin kr_1}{k}.$$

The modulus has disappeared because the cosine is even. The sine transform preserves scalar products, so

$$\int_{|R-r_1|}^{R+r_1}u_2\,dr_2=\sqrt{\tfrac2\pi}\int_0^\infty 2F_2(k)\sin kR\,\sin kr_1\,dk .$$

Now integrate over $r_1$ with weight $u_1/2R$. The order of integration may be exchanged because $u_1$ and $F_2$ are both absolutely integrable: $u_1$ has finite range, $F_2$ is bounded near $k=0$, and at large $k$ it is the square-integrable $kF_2$ times $1/k$. The $r_1$ integral produces $kF_1$, and

$$S(R)=\frac1R\int_0^\infty k\,F_1F_2\sin kR\,dk=\int_0^\infty k^2\,\frac{\sin kR}{kR}\,F_1(k)F_2(k)\,dk. \tag{1}$$

Each orbital now enters through one function of $k$, computed once. The distance enters only through $j_0(kR)=\sin(kR)/kR$.

**The general statement.** Let

$$\phi_1(\mathbf r)=f_1(r)Y_{l_1m_1}(\hat{\mathbf r}),\qquad \phi_2(\mathbf r)=f_2(r)Y_{l_2m_2}(\hat{\mathbf r}),$$

with complex spherical harmonics in the Condon–Shortley phase, for which $Y_{11}=-\sqrt{3/8\pi}\,\sin\theta\,e^{i\varphi}$. The second orbital is moved to $\mathbf R$, and $S(\mathbf R)=\int\phi_1^*(\mathbf r)\,\phi_2(\mathbf r-\mathbf R)\,d^3r$. Define

$$F_a(k)=\sqrt{\tfrac2\pi}\int_0^\infty r^2j_{l_a}(kr)f_a(r)\,dr,\qquad I_l(R)=\int_0^\infty k^2j_l(kR)F_1(k)F_2(k)\,dk,$$

$$G_l=\int Y^*_{l_1m_1}Y_{l_2m_2}Y^*_{lm}\,d\Omega,\qquad m=m_2-m_1 .$$

Then

$$\boxed{S(\mathbf R)=4\pi\sum_l i^{\,l_1-l_2-l}\;G_l\;Y_{lm}(\hat{\mathbf R})\;I_l(R)} \tag{2}$$

where $l=|l_1-l_2|,\,|l_1-l_2|+2,\dots,l_1+l_2$, restricted to $l\ge|m|$. The factor $4\pi$ and the power of $i$ belong to these conventions.

**The plane wave.** The derivation rests on the expansion of $e^{-ix\mu}$ in Legendre polynomials, with $x=kr$ and $\mu=\hat{\mathbf k}\cdot\hat{\mathbf r}$. The coefficient of $P_l$ is $\frac{2l+1}2\int_{-1}^1P_l(\mu)e^{-ix\mu}d\mu$. Insert $P_l=\frac1{2^ll!}\frac{d^l}{d\mu^l}(\mu^2-1)^l$ and integrate by parts $l$ times. The boundary terms vanish, since each contains a factor $\mu^2-1$. The parts give $(-1)^l$, the exponential gives $(-ix)^l$, and $(\mu^2-1)^l=(-1)^l(1-\mu^2)^l$, so

$$\int_{-1}^1P_l\,e^{-ix\mu}d\mu=\frac{(-ix)^l}{2^ll!}\int_{-1}^1(1-\mu^2)^l\cos(x\mu)\,d\mu=2(-i)^lj_l(x).$$

The last equality uses the integral form of the spherical Bessel function,

$$j_l(x)=\frac{x^l}{2^{l+1}l!}\int_{-1}^1(1-\mu^2)^l\cos(x\mu)\,d\mu, \tag{3}$$

which gives $\sin x/x$ for $l=0$. With the addition theorem $P_l(\hat{\mathbf k}\cdot\hat{\mathbf r})=\frac{4\pi}{2l+1}\sum_mY^*_{lm}(\hat{\mathbf k})Y_{lm}(\hat{\mathbf r})$,

$$e^{-i\mathbf k\cdot\mathbf r}=4\pi\sum_{lm}(-i)^lj_l(kr)\,Y^*_{lm}(\hat{\mathbf k})\,Y_{lm}(\hat{\mathbf r}). \tag{4}$$

Since $P_l$ is real, the complex conjugation may sit on either harmonic. The series converges uniformly over the angles at fixed $kr$, because (3) gives $|j_l(x)|\le x^l/(2l+1)!!$.

**One orbital.** Use the transform $\tilde\phi(\mathbf k)=(2\pi)^{-3/2}\int e^{-i\mathbf k\cdot\mathbf r}\phi(\mathbf r)\,d^3r$. Insert (4) with the conjugation on $Y_{l'm'}(\hat{\mathbf r})$. Orthogonality of the harmonics leaves only $l'=l_a$, $m'=m_a$, and $4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}$. Therefore

$$\tilde\phi_a(\mathbf k)=(-i)^{l_a}F_a(k)\,Y_{l_am_a}(\hat{\mathbf k}). \tag{5}$$

The angular shape survives the transform unchanged, and the three-dimensional integral reduces to a radial one.

**Two orbitals.** Substituting $\mathbf r\to\mathbf r+\mathbf R$ shows that $\phi_2(\mathbf r-\mathbf R)$ has the transform $e^{-i\mathbf k\cdot\mathbf R}\tilde\phi_2(\mathbf k)$. The Fourier transform preserves scalar products, so

$$S(\mathbf R)=\int\tilde\phi_1^*\,\tilde\phi_2\,e^{-i\mathbf k\cdot\mathbf R}\,d^3k
=i^{l_1}(-i)^{l_2}\int F_1F_2\,Y^*_{l_1m_1}(\hat{\mathbf k})Y_{l_2m_2}(\hat{\mathbf k})\,e^{-i\mathbf k\cdot\mathbf R}\,d^3k .$$

Conjugation turned $(-i)^{l_1}$ into $i^{l_1}$; $F_1$ is real because $f_1$ is. The integral converges absolutely by the Cauchy–Schwarz inequality, since both transforms are square integrable. Expand the exponential by (4), with $\mathbf R$ in place of $\mathbf r$, and do the angular integral first. Uniform convergence permits this term by term, and the result is

$$S(\mathbf R)=4\pi\sum_{lm}i^{l_1}(-i)^{l_2}(-i)^l\,Y_{lm}(\hat{\mathbf R})\left[\int Y^*_{l_1m_1}Y_{l_2m_2}Y^*_{lm}d\Omega\right]I_l(R).$$

Because $-i=i^{-1}$, the phase is $i^{l_1-l_2-l}$. The bracket is $G_l$. Its azimuthal integral vanishes unless $m=m_2-m_1$. The product of harmonics of degrees $l_1$ and $l_2$ contains only degrees from $|l_1-l_2|$ to $l_1+l_2$, by the addition of angular momenta. Under inversion the integrand gains $(-1)^{l_1+l_2+l}$, so this sum must be even. The series is thereby finite and (2) is proved. The exponent $l_1-l_2-l$ is even, so the phase is $+1$ or $-1$.

For tabulation, write $Y^*_{l_1m_1}=(-1)^{m_1}Y_{l_1,-m_1}$ and $Y^*_{lm}=(-1)^mY_{l,-m}$. The signs combine to $(-1)^{m_1+m}=(-1)^{m_2}$, and the standard integral of three harmonics gives

$$G_l=(-1)^{m_2}\sqrt{\tfrac{(2l_1+1)(2l_2+1)(2l+1)}{4\pi}}
\begin{pmatrix}l_1&l_2&l\\0&0&0\end{pmatrix}
\begin{pmatrix}l_1&l_2&l\\-m_1&m_2&-m\end{pmatrix}.$$

**Real harmonics.** Real harmonics $Z_{lm}$ are unitary combinations of the $Y_{lm}$ at the same $l$. The sum over $m$ in (4) keeps its form under such a change, and the phase in (5) depends on $l$ alone. Formula (2) therefore holds with $Z$ in place of $Y$ and $\int Z_{l_1m_1}Z_{l_2m_2}Z_{lm}d\Omega$ in place of $G_l$. More than one $m$ can now contribute, so the sum over $m$ must be kept.

**Zero distance.** At $R=0$, $j_l(0)$ vanishes except for $j_0(0)=1$. With $Y_{00}=1/\sqrt{4\pi}$, $G_0$ is $\delta_{l_1l_2}\delta_{m_1m_2}/\sqrt{4\pi}$. The prefactors multiply to one, and $S=\delta_{l_1l_2}\delta_{m_1m_2}\int k^2F_1F_2\,dk$, the one-centre scalar product $\int r^2f_1f_2\,dr$ when the angular momenta agree.

**A p orbital and a d orbital.** The example uses the lowest states of $-Z/r$ inside a hard sphere, in atomic units. The p orbital has $Z=1$, $c_1=5$ bohr and energy $0.0076$ hartree. The d orbital has $Z=2$, $c_2=6$ bohr and energy $-0.125000$ hartree. This last value is the free hydrogenic energy $-Z^2/2n^2$ for $n=4$, and the reason can be seen by substitution. The function $u=r^3(1-r/6)e^{-r/2}$ satisfies

$$u''=\left(6r-5r^2+\tfrac{11}{12}r^3-\tfrac1{24}r^4\right)e^{-r/2}=\left(\frac6{r^2}-\frac4r+\frac14\right)u ,$$

which is the radial equation for $l=2$, $Z=2$, $E=-1/8$. The wall at 6 bohr stands on the node of this free state.

Let $\mathbf R=(1,2,2)$ bohr, so $R=3$ bohr, and take $m_1=0$, $m_2=1$. Then $m=1$, and $l=1$ and $l=3$ both enter. The angular factors follow from

$$Y_{10}Y_{21}=-\sqrt{\tfrac3{4\pi}}\sqrt{\tfrac{15}{8\pi}}\,\cos^2\theta\sin\theta\,e^{i\varphi}$$

on writing $\cos^2\theta=\frac15(5\cos^2\theta-1)+\frac15$. The first part is proportional to $Y_{31}=-\frac14\sqrt{21/4\pi}\,\sin\theta(5\cos^2\theta-1)e^{i\varphi}$, the second to $Y_{11}$. Comparing coefficients gives $G_1=\sqrt{3/20\pi}=0.218510$ and $G_3=\sqrt{6/35\pi}=0.233597$.

The phases are $i^{1-2-1}=-1$ and $i^{1-2-3}=+1$. With the computed $I_1=0.328457$ and $I_3=0.126995$, the two terms are

$$4\pi(-1)(0.218510)(-0.115165-0.230329\,i)(0.328457)=0.103867+0.207735\,i,$$

$$4\pi(+1)(0.233597)(-0.131666-0.263332\,i)(0.126995)=-0.049084-0.098167\,i .$$

Carried to seven digits, their sum is $S=0.0547837+0.1095675\,i$. Direct integration in $r_1$, $r_2$ and the azimuth gives the same digits. Without the phase, both terms would have negative real and imaginary parts, and the real part would be $-0.152951$: the relative sign of the terms carries physical content.

**Bond along z.** Here $Y_{lm}(\hat{\mathbf z})=\delta_{m0}\sqrt{(2l+1)/4\pi}$, so only $m_1=m_2$ survives. Since $Y_{l0}$ is this same constant times $P_l$, the product $G_lY_{l0}(\hat{\mathbf z})$ is the coefficient of $P_l$ in $Y^*_{l_1m_1}Y_{l_2m_1}$. For p and d, with $\mu=\cos\theta$,

$$Y_{10}Y_{20}=\tfrac{\sqrt{15}}{4\pi}P_1P_2=\tfrac{\sqrt{15}}{4\pi}\,\tfrac{2P_1+3P_3}5,\qquad
Y_{11}^*Y_{21}=\tfrac{\sqrt{45}}{8\pi}(1-\mu^2)\mu=\tfrac{\sqrt{45}}{8\pi}\,\tfrac{2(P_1-P_3)}5 .$$

Multiplying by $4\pi$ and by the phases $-1$ and $+1$ gives

$$S_\sigma=\sqrt{\tfrac35}\,(3I_3-2I_1),\qquad S_\pi=-\frac3{\sqrt5}\,(I_1+I_3).$$

At 3 bohr these are $-0.2137$ and $-0.6111$. The $\sigma$ overlap changes sign where $3I_3=2I_1$. At small $R$ the $l=1$ integral dominates, because $j_l(kR)$ starts as $R^l$. The computed $S_\sigma$ is $-0.4021$ at 1 bohr and $+0.3562$ at 5 bohr, with the crossing between 3 and 5 bohr.

## Derivation by differentiation, and what each route assumes

**Symbols and results carried over.** The orbitals are $\phi_a=f_a(r)Y_{l_am_a}$ with real $f_a$, zero beyond $c_a$; the second is centred at $\mathbf R$. Their radial transforms are $F_a(k)=\sqrt{2/\pi}\int r^2j_{l_a}(kr)f_a\,dr$. Further, $G_l=\int Y^*_{l_1m_1}Y_{l_2m_2}Y^*_{lm}d\Omega$ with $m=m_2-m_1$, and $I_l(R)=\int k^2j_l(kR)F_1F_2\,dk$. The result to be reached again is

$$S(\mathbf R)=4\pi\sum_li^{\,l_1-l_2-l}\,G_l\,Y_{lm}(\hat{\mathbf R})\,I_l(R). \tag{2}$$

From the first half this derivation takes the overlap (1) of two s orbitals, which was obtained from the two distances and a sine transform, and properties of $j_l$. It uses no three-dimensional Fourier transform of an orbital. The idea is that an orbital with angular momentum is a derivative of a spherical function, so that its overlaps are derivatives of a spherical overlap.

**Harmonic polynomials as derivatives.** Let $\mathcal Y_{lm}(\mathbf r)=r^lY_{lm}(\hat{\mathbf r})$, a homogeneous polynomial of degree $l$ in $x,y,z$ that satisfies Laplace's equation. Replacing $x,y,z$ by partial derivatives defines the operator $\mathcal Y_{lm}(\nabla)$. Write $D=\frac1r\frac d{dr}$. For a spherical function $g(r)$,

$$\mathcal Y_{lm}(\nabla)\,g(r)=\mathcal Y_{lm}(\mathbf r)\,D^lg(r). \tag{6}$$

To prove this, take a constant complex vector $\mathbf a$ with $\mathbf a\cdot\mathbf a=0$. Since $\nabla g=\mathbf r\,Dg$, one derivative gives $(\mathbf a\cdot\nabla)g=(\mathbf a\cdot\mathbf r)Dg$. A further derivative of the prefactor gives $(\mathbf a\cdot\nabla)(\mathbf a\cdot\mathbf r)=\mathbf a\cdot\mathbf a=0$, so each application acts on the radial factor alone, and

$$(\mathbf a\cdot\nabla)^lg=(\mathbf a\cdot\mathbf r)^lD^lg .$$

It remains to build $\mathcal Y_{lm}$ from such powers. With $w=x+iy$ and $\bar w=x-iy$, choose

$$\mathbf a\cdot\mathbf r=tz-\tfrac12t^2w+\tfrac12\bar w .$$

The components are $a_x=\frac12(1-t^2)$, $a_y=-\frac i2(1+t^2)$ and $a_z=t$, and their squares add to $\frac14(1-t^2)^2-\frac14(1+t^2)^2+t^2=0$ for every $t$. Expand $(\mathbf a\cdot\mathbf r)^l$ in powers of $t$. A monomial with $p$ factors $z$, $q$ factors $w$ and $s$ factors $\bar w$ has $p+q+s=l$ and carries $t^{p+2q}$. If this power is $l+m$, then $q-s=m$, so the monomial varies as $e^{im\varphi}$. The coefficient of $t^{l+m}$ is thus a polynomial of degree $l$ and azimuthal number $m$. It satisfies Laplace's equation, because $\nabla^2(\mathbf a\cdot\mathbf r)^l$ is proportional to $\mathbf a\cdot\mathbf a$. It is not zero, since its monomials are distinct and have nonzero coefficients. It must therefore be a multiple of $\mathcal Y_{lm}$. The identity for $(\mathbf a\cdot\nabla)^l$ holds for all $t$, hence for each coefficient, and (6) follows.

Formula (2) has been proved in wave-vector space and illustrated for a p and a d orbital, and identity (6) now turns harmonic polynomials of derivatives into angular functions. It remains to write each orbital as such a derivative, recover (2) from the s-orbital overlap (1), examine the behaviour beyond the cutoffs and the effect of a finite upper limit in $k$, and compare what the two derivations assume.
